# Coulomb wave functions: recurrences in l and the cross relation

An electron of energy \(E=k^2/2\) moves in the field of a fixed point charge \(Z\), without relativity or spin. In atomic units its radial function \(u(r)\), which is \(r\) times the radial part of the wave function, obeys

\[
-\frac12\frac{d^2u}{dr^2}+\left[\frac{l(l+1)}{2r^2}-\frac Zr\right]u=\frac{k^2}{2}u .
\]

Put \(\rho=kr\), multiply by \(-2/k^2\) and define \(\eta=-Z/k\). This gives the Coulomb wave equation

\[
u''+\left[1-\frac{2\eta}{\rho}-\frac{l(l+1)}{\rho^2}\right]u=0, \tag{1}
\]

where a prime means \(d/d\rho\). Attraction has \(\eta<0\), repulsion \(\eta>0\). Throughout, \(\eta\) is real, \(\rho>0\) and \(l\) is a non-negative integer. The real solutions \(F_l\) and \(G_l\) are defined by their behaviour as \(\rho\to\infty\):

\[
F_l\to\sin\theta_l,\qquad G_l\to\cos\theta_l,\qquad
\theta_l=\rho-\eta\ln 2\rho-\frac{l\pi}{2}+\sigma_l, \tag{2}
\]

with \(\sigma_l=\arg\Gamma(l+1+i\eta)\). The problem is to connect the functions of neighbouring \(l\).

## (a) Existence and asymptotic form

**Question.** Construct a solution \(H_l=G_l+iF_l\) of (1) as an integral. Show that (2) defines \(F_l\) and \(G_l\) uniquely, find the limit of \(H_l'\), and show that \(F_l\) is regular at the origin.

**Solution.** Write \(u=g\,w(z)\) with \(g=\rho^{l+1}e^{-i\rho}\) and \(z=2i\rho\). Then

\[
\frac{g'}{g}=\frac{l+1}{\rho}-i,\qquad
\frac{g''}{g}=\frac{l(l+1)}{\rho^2}-\frac{2i(l+1)}{\rho}-1 .
\]

Since \(d/d\rho=2i\,d/dz\) on \(w\), equation (1) divided by \(g\) becomes

\[
-4w_{zz}+\left[\frac{4i(l+1)}{\rho}+4\right]w_z-\frac{2i(l+1)+2\eta}{\rho}\,w=0 .
\]

Multiplication by \(-z/4=-i\rho/2\) gives

\[
zw_{zz}+(b-z)w_z-aw=0,\qquad a=l+1-i\eta,\quad b=2l+2 . \tag{3}
\]

Try \(w=\int_C e^{zs}s^{a-1}(1-s)^{b-a-1}ds\). The left side of (3) is then the integral of \(e^{zs}s^{a-1}(1-s)^{b-a-1}\,[zs^2+(b-z)s-a]\), while

\[
\frac{d}{ds}\left[e^{zs}s^a(1-s)^{b-a}\right]
=e^{zs}s^{a-1}(1-s)^{b-a-1}\,[zs-zs^2+a-bs] .
\]

The brackets differ only in sign, so the left side of (3) is a boundary term. It vanishes if \(C\) ends at \(s=0\), at \(s=1\), or far up in the upper half plane, where \(e^{2i\rho s}\) decays. Thus

\[
J_C=\rho^{l+1}e^{-i\rho}\int_C e^{2i\rho s}s^{l-i\eta}(1-s)^{l+i\eta}\,ds
\]

solves (1) for each such path. Let \(J_1\) belong to the ray \(s=1+it/2\rho\), \(0<t<\infty\). There \(1-s=e^{-i\pi/2}t/2\rho\) and \(ds=-e^{-i\pi/2}dt/2\rho\), so

\[
J_1=-\rho^{l+1}e^{i\rho}\left(\frac{e^{-i\pi/2}}{2\rho}\right)^{l+1+i\eta}I,
\qquad
I=\int_0^\infty e^{-t}t^{l+i\eta}\left(1+\frac{it}{2\rho}\right)^{l-i\eta}dt .
\]

The power of \(e^{-i\pi/2}\) equals \(e^{-i(l+1)\pi/2}e^{\pi\eta/2}\). With \(\Gamma(l+1+i\eta)=|\Gamma(l+1+i\eta)|e^{i\sigma_l}\) this is

\[
J_1=iN_lH_l,\qquad N_l=2^{-l-1}e^{\pi\eta/2}|\Gamma(l+1+i\eta)|,\qquad
H_l=\frac{e^{i\theta_l}}{\Gamma(l+1+i\eta)}\,I . \tag{4}
\]

For large \(\rho\), set \(x=1/2\rho\le1\). The \(x\)-derivative of \((1+itx)^{l-i\eta}\) is at most \(|l-i\eta|\,t(1+t)^l e^{\pi|\eta|/2}\) in modulus, which is integrable against \(e^{-t}t^l\). Hence \(I=\Gamma(l+1+i\eta)+O(1/\rho)\) and \(dI/d\rho=O(1/\rho^2)\). Because \(\theta_l'=1-\eta/\rho\),

\[
H_l=e^{i\theta_l}[1+O(1/\rho)],\qquad H_l'=ie^{i\theta_l}[1+O(1/\rho)] . \tag{5}
\]

Equation (1) is real, so the real and imaginary parts of \(H_l\) are solutions, and they have the limits (2). They are independent and span all solutions. A combination \(\alpha F_l+\beta G_l\) that tends to zero needs \(\alpha\sin\theta_l+\beta\cos\theta_l\to0\) while \(\theta_l\) grows without bound, hence \(\alpha=\beta=0\). **A solution that vanishes at infinity is therefore zero**, and (2) fixes \(F_l\) and \(G_l\) uniquely.

For the origin, let \(J_0\) belong to the ray from \(0\) to \(i\infty\). Complex conjugation of \(J_1\) followed by \(s\to1-s\) gives \(J_1^*=-J_0\). The integrand is analytic between the two rays, so \(J_0-J_1=J_{01}\), the integral along \(0<s<1\). Therefore

\[
F_l=\frac{H_l-H_l^*}{2i}=-\frac{J_1+J_1^*}{2N_l}=\frac{J_{01}}{2N_l} .
\]

As \(\rho\to0\) the remaining integral is the beta function \(|\Gamma(l+1+i\eta)|^2/(2l+1)!\). Thus \(F_l\) is regular:

\[
F_l\simeq C_l\rho^{l+1},\qquad
C_l=\frac{2^le^{-\pi\eta/2}|\Gamma(l+1+i\eta)|}{(2l+1)!} . \tag{6}
\]

## (b) The Wronskian

**Question.** Evaluate \(F_l'G_l-F_lG_l'\), and use it to find \(G_l\) near the origin.

**Solution.** The derivative of this expression is \(F_l''G_l-F_lG_l''\). Both second derivatives equal the same factor times the function, so the difference is zero and the Wronskian is constant. By (5), \(F_l'\to\cos\theta_l\) and \(G_l'\to-\sin\theta_l\), so

\[
F_l'G_l-F_lG_l'=\cos^2\theta_l+\sin^2\theta_l=1 . \tag{7}
\]

Dividing (7) by \(F_l^2\) gives \((G_l/F_l)'=-1/F_l^2\). Near the origin \(F_l^2\simeq C_l^2\rho^{2l+2}\), and integration gives \(G_l/F_l\simeq1/[(2l+1)C_l^2\rho^{2l+1}]\) to leading order. Hence

\[
G_l\simeq\frac{1}{(2l+1)C_l\,\rho^l}\qquad(\rho\to0). \tag{8}
\]

## (c) A first-order operator that changes l

**Question.** Write (1) as \(h_lu=u\) with \(h_l=-d^2/d\rho^2+2\eta/\rho+l(l+1)/\rho^2\). Find a function \(W=\alpha/\rho+\beta\) such that \(A=d/d\rho+W\) turns solutions for \(l\) into solutions for \(l-1\).

**Solution.** Let \(B=-d/d\rho+W\). Acting on any function \(f\),

\[
BAf=-(f'+Wf)'+W(f'+Wf)=-f''+(W^2-W')f ,
\]

\[
ABf=(-f'+Wf)'+W(-f'+Wf)=-f''+(W^2+W')f .
\]

Since \(W'=-\alpha/\rho^2\),

\[
W^2\mp W'=\frac{\alpha(\alpha\pm1)}{\rho^2}+\frac{2\alpha\beta}{\rho}+\beta^2 .
\]

For \(BA\) to equal \(h_l\) plus a constant we need \(\alpha(\alpha+1)=l(l+1)\) and \(\alpha\beta=\eta\). The root \(\alpha=l\) makes the centrifugal coefficient in \(AB\) equal to \(l(l-1)\), which belongs to \(l-1\). (The other root, \(\alpha=-l-1\), leads to \(l+1\).) So for \(l\ge1\)

\[
W=S_l\equiv\frac l\rho+\frac\eta l,\qquad
BA=h_l+\frac{\eta^2}{l^2},\qquad AB=h_{l-1}+\frac{\eta^2}{l^2} . \tag{9}
\]

If \(h_lu=u\), then \(BAu=(1+\eta^2/l^2)u\). Applying \(A\) gives \(AB(Au)=(1+\eta^2/l^2)Au\), and the second identity in (9) turns this into \(h_{l-1}(Au)=Au\), as required.

The construction needs \(l\ge1\). For \(l=0\) and \(\eta\ne0\) the term \(\eta/l\) does not exist, and there is no physical state below \(l=0\) to reach.

## (d) The two derivative recurrences

**Question.** Express \(X_{l-1}\) through \(X_l,X_l'\), and \(X_l\) through \(X_{l-1},X_{l-1}'\), for \(X=F\) and \(X=G\).

**Solution.** By (c), \(AH_l\) solves the equation for \(l-1\); its limit decides which solution it is. From (5), and because \(S_l\to\eta/l\),

\[
AH_l=H_l'+S_lH_l\to\left(i+\frac\eta l\right)e^{i\theta_l}=\frac{i(l-i\eta)}{l}\,e^{i\theta_l} .
\]

Set \(\delta_l=\arg(l+i\eta)\) and

\[
R_l=\frac{\sqrt{l^2+\eta^2}}{l},
\]

so that \((l-i\eta)/l=R_le^{-i\delta_l}\). The identity \(\Gamma(l+1+i\eta)=(l+i\eta)\Gamma(l+i\eta)\) gives \(\sigma_l=\sigma_{l-1}+\delta_l\) up to a multiple of \(2\pi\). Therefore

\[
\theta_l=\theta_{l-1}-\frac\pi2+\delta_l \pmod{2\pi},\qquad
e^{i\theta_l}=-i\,e^{i\delta_l}e^{i\theta_{l-1}} . \tag{10}
\]

The phases \(e^{\pm i\delta_l}\) cancel and \(i(-i)=1\), so \(AH_l\to R_le^{i\theta_{l-1}}\). The difference \(AH_l-R_lH_{l-1}\) is a solution for \(l-1\) that vanishes at infinity. By (a) it is zero:

\[
AH_l=R_lH_{l-1} .
\]

\(A\) and \(R_l\) are real, so the real and imaginary parts give the same relation for \(G\) and \(F\):

\[
\boxed{R_lX_{l-1}=S_lX_l+X_l'} \tag{11}
\]

Now apply \(B\) to \(AH_l=R_lH_{l-1}\). On the left \(BAH_l=(1+\eta^2/l^2)H_l=R_l^2H_l\). Division by \(R_l\) and separation into parts give

\[
\boxed{R_lX_l=S_lX_{l-1}-X_{l-1}'} \tag{12}
\]

The behaviour at the origin provides a separate check. Inserting \(F_l\simeq C_l\rho^{l+1}\) in (11) gives \(R_lC_{l-1}\rho^l=(l+l+1)C_l\rho^l\), so \(C_l/C_{l-1}=R_l/(2l+1)\). Formula (6) gives directly

\[
\frac{C_l}{C_{l-1}}=\frac{2|l+i\eta|}{(2l+1)(2l)}=\frac{\sqrt{l^2+\eta^2}}{l(2l+1)}=\frac{R_l}{2l+1} .
\]

## (e) Three neighbouring values of l, and the cross relation

**Question.** Eliminate the derivatives to connect \(l-1\), \(l\) and \(l+1\). Then prove that

\[
F_{l-1}G_l-F_lG_{l-1}=\frac{l}{\sqrt{l^2+\eta^2}}\qquad(l\ge1). \tag{13}
\]

**Solution.** Relation (12) with \(l\) replaced by \(l+1\) reads \(R_{l+1}X_{l+1}=S_{l+1}X_l-X_l'\). Adding it to (11) cancels \(X_l'\):

\[
R_lX_{l-1}+R_{l+1}X_{l+1}=(S_l+S_{l+1})X_l . \tag{14}
\]

For (13), multiply (11) for \(F\) by \(G_l\), and (11) for \(G\) by \(F_l\):

\[
R_lF_{l-1}G_l=S_lF_lG_l+F_l'G_l,\qquad
R_lG_{l-1}F_l=S_lG_lF_l+G_l'F_l .
\]

On subtraction the \(S_l\) terms cancel, and the Wronskian (7) remains:

\[
R_l\,(F_{l-1}G_l-F_lG_{l-1})=F_l'G_l-F_lG_l'=1 .
\]

Division by \(R_l\) gives (13). The right side depends on the normalization: if both \(F\) and \(G\) were multiplied by a common constant \(c\), it would be multiplied by \(c^2\). Reversing the sign of \(G\) would reverse its sign.

## (f) Meaning and limits

**Question.** Interpret the constant in (13), and examine it for \(\rho\to\infty\), \(\rho\to0\), \(\eta=0\) and \(|\eta|\to\infty\).

**Solution.** At large \(\rho\) the left side of (13) tends to

\[
\sin\theta_{l-1}\cos\theta_l-\sin\theta_l\cos\theta_{l-1}
=\sin(\theta_{l-1}-\theta_l)=\sin\left(\frac\pi2-\delta_l\right)=\cos\delta_l ,
\]

by (10), and \(\cos\delta_l=l/\sqrt{l^2+\eta^2}\). The constant is thus the sine of the phase lag between neighbouring partial waves. It is even in \(\eta\), so it does not distinguish attraction from repulsion, but the lag itself does. Modulo \(2\pi\), this lag is \(\theta_{l-1}-\theta_l=\pi/2-\delta_l\): the centrifugal term contributes \(\pi/2\), and the Coulomb field subtracts \(\delta_l\), so the lag exceeds \(\pi/2\) for attraction (\(\delta_l<0\)) and falls below it for repulsion. Equation (13) says that the same number is found at every finite \(\rho\), where the waves are not yet sinusoidal.

Near the origin, (6) and (8) give

\[
F_{l-1}G_l\to\frac{C_{l-1}}{(2l+1)C_l}=\frac1{R_l},\qquad
F_lG_{l-1}\simeq\frac{C_l\,\rho^2}{(2l-1)C_{l-1}}\to0 .
\]

The first product alone carries the constant there, although one of its factors vanishes and the other diverges.

Without charge, \(\eta=0\), the constant is 1. For \(l=1\) this can be seen explicitly. From \(F_0=\sin\rho\), \(G_0=\cos\rho\), relation (12) gives \(F_1=\sin\rho/\rho-\cos\rho\) and \(G_1=\cos\rho/\rho+\sin\rho\). In \(F_0G_1-F_1G_0\) the terms in \(1/\rho\) cancel, leaving \(\sin^2\rho+\cos^2\rho=1\). The constant also tends to 1 for \(l\gg|\eta|\).

For \(|\eta|\gg l\), which for fixed \(Z\) means a slow electron, the constant tends to \(l/|\eta|=lk/|Z|\). Then \(|\delta_l|\to\pi/2\), and the asymptotic phases of neighbouring waves differ by nearly a multiple of \(\pi\).

## (g) A numerical case

**Question.** For \(Z=1\), \(k=0.5\) inverse bohr and \(r=6\) bohr, step from \(l=0\) to \(l=1\) and verify the relations.

**Solution.** The energy is \(k^2/2=0.125\) hartree, or 3.401 eV, and

\[
\eta=-\frac{1}{0.5}=-2,\qquad \rho=0.5\times6=3 .
\]

Equation (1) was integrated inward from its large-\(\rho\) series, separately for each \(l\), so these values do not rely on the recurrences:

| \(l\) | \(F_l\) | \(F_l'\) | \(G_l\) | \(G_l'\) |
|---|---|---|---|---|
| 0 | 0.52610 | 0.96292 | 0.61697 | −0.77155 |
| 1 | −0.82276 | −0.19488 | −0.11481 | 1.18823 |
| 2 | 0.33172 | −1.05298 | −0.81314 | −0.43342 |
| 3 | 0.96814 | 0.07597 | 0.13510 | −1.02231 |

The coefficients for the step are \(R_1=\sqrt5=2.23607\) and \(S_1=1/3-2=-1.66667\). Relation (12) gives

\[
F_1=\frac{(-1.66667)(0.52610)-0.96292}{2.23607}=-0.82276,
\]

\[
G_1=\frac{(-1.66667)(0.61697)+0.77155}{2.23607}=-0.11481 .
\]

Relation (11), solved for the derivative, is \(X_1'=R_1X_0-S_1X_1\):

\[
F_1'=1.17639-1.37127=-0.19488,\qquad
G_1'=1.37958-0.19136=1.18823,
\]

where the last digit of \(G_1'\), like that of \(G_1\) above, follows from the unrounded values. All four results agree with the table.

The three-term relation (14) at \(l=1\) uses \(R_2=\sqrt2\) and \(S_2=2/3-1=-1/3\). For \(F\) its left side is \(1.17639+0.46913=1.64552\), and its right side is \((-2)(-0.82276)=1.64552\). The relations are exact, but upward stepping is numerically safe for \(F\) only over a limited range of \(l\). At fixed \(\rho\) and large \(l\), \(F_l\) falls and \(G_l\) grows with \(l\), so rounding errors add to \(F\) a multiple of \(G\) that eventually dominates. At this \(\eta\) and \(\rho\), upward use of (14) in double precision leaves \(G_l\) accurate to rounding up to \(l=20\), whereas \(F_l\) has a relative error near \(10^{-10}\) at \(l=10\), near \(10^{-3}\) at \(l=14\), and no correct digit at \(l=20\). For large \(l\), \(F\) should be recurred downward.

The cross relation gives

| \(l\) | \(F_{l-1}G_l\) | \(F_lG_{l-1}\) | difference | \(\delta_l\) (rad) |
|---|---|---|---|---|
| 1 | −0.06040 | −0.50762 | 0.44721 | −1.10715 |
| 2 | 0.66902 | −0.03809 | 0.70711 | −0.78540 |
| 3 | 0.04482 | −0.78723 | 0.83205 | −0.58800 |

The differences are \(1/\sqrt5\), \(2/\sqrt8\) and \(3/\sqrt{13}\), as (13) requires. The separate products show no such regularity: both vary in size and the first also changes sign, while their difference is fixed by (13). It rises towards 1 as \(l\) grows, because \(|\delta_l|\) shrinks. The negative \(\delta_l\) reflect the attraction.

The relations were also tested for \(\eta=-2,-0.6,0,1.5\), at \(\rho=3\) and \(8\), with \(l\) up to 4. The largest absolute deviation from (13) was \(4.0\times10^{-13}\), as listed in the numerical output. These figures measure the numerical solution of equation (1); the model itself leaves out recoil of the charge, spin and relativity.

## Table of computed values

```
nuclear charge Z = 1 (dimensionless)
wave number k = 0.500 1/bohr
radius r = 6.000 bohr
energy E = 0.125000 hartree
energy E converted = 3.401423 eV
eta = -2.000, rho = 3.000 (dimensionless)
Direct values, all dimensionless; prime = d/drho
l        F_l           F_l'          G_l           G_l'
0    0.52609761    0.96291642    0.61696897   -0.77154969
1   -0.82275932   -0.19487552   -0.11481401    1.18822788
2    0.33172403   -1.05298271   -0.81314207   -0.43341888
3    0.96813827    0.07596991    0.13510127   -1.02230890
R_1 = 2.23606798, S_1 = -1.66666667 (dimensionless)
Step from l = 0 to l = 1 by the recurrences (dimensionless)
F_1 = -0.82275932, F_1' = -0.19487552
G_1 = -0.11481401, G_1' = 1.18822788
Cross relation (dimensionless), delta_l in rad
l  F_(l-1)G_l   F_l G_(l-1)  difference   formula      delta_l
1  -0.06040337  -0.50761697   0.44721360   0.44721360  -1.10714872
2   0.66902022  -0.03808656   0.70710678   0.70710678  -0.78539816
3   0.04481634  -0.78723395   0.83205029   0.83205029  -0.58800260
Largest test errors (dimensionless), eta = -2, -0.6, 0, 1.5; rho = 3, 8
series: 3.7e-12
integral: 4.3e-13
wronskian: 8.5e-14
lowering: 8.6e-14
raising: 9.5e-14
three-term: 9.1e-14
cross: 4.0e-13
phase: 4.0e-13
```
